# Kubo-Greenwood conductivity from the growth of the mean-square displacement

## Definitions and conventions

Electrons of charge \(-e\) move independently under a one-particle Hamiltonian \(H\), with \(H|m\rangle=E_m|m\rangle\), in a volume \(\Omega\). The field lies along \(x\), \(X\) is the position operator in that direction, and

\[
U(t)=e^{-iHt/\hbar},\qquad X(t)=U^\dagger(t) X U(t),\qquad v=\frac{i}{\hbar}[H,X].
\]

\(\mathrm{Tr}\) runs over the orbitals of one spin. The two spins are equivalent and enter as explicit factors of 2. Three quantities are to be connected:

\[
\rho(E)=\frac{2}{\Omega}\mathrm{Tr}\,\delta(E-H),\qquad
\Delta X^2(E,t)=\frac{\mathrm{Tr}[\delta(E-H)(X(t)-X)^2]}{\mathrm{Tr}\,\delta(E-H)},
\]

\[
\sigma(E)=\frac{2\pi\hbar e^2}{\Omega}\mathrm{Tr}[v\,\delta(E-H)\,v\,\delta(E-H)].
\]

They are the density of states per volume, the energy-resolved mean-square displacement, and the Kubo-Greenwood conductivity. The result is

\[
\boxed{\;\sigma(E)=e^2\rho(E)\,D(E),\qquad D(E)=\lim_{t\to\infty}\frac12\frac{d}{dt}\Delta X^2(E,t)\;}
\]

It holds if the volume is taken to infinity before the time, and if the velocity correlation defined below has a convergent time integral.

## The Kubo-Greenwood formula from a momentum kick

A short field pulse gives every electron the momentum \(\hbar q\). It acts on states as \(e^{iqX}\), so the equilibrium density matrix \(f(H)\), with \(f\) the Fermi function, becomes \(e^{iqX}f(H)e^{-iqX}\). To first order in \(q\) the change is \(\delta\varrho=iq[X,f(H)]\), or

\[
\delta\varrho_{mn}=iq\,X_{mn}(f_n-f_m).
\]

The definition of \(v\) gives \(v_{mn}=(i/\hbar)(E_m-E_n)X_{mn}\), hence \(X_{mn}=-i\hbar v_{mn}/(E_m-E_n)\). Since \(i\cdot(-i)=1\),

\[
\delta\varrho_{mn}=\hbar q\,v_{mn}\frac{f_n-f_m}{E_m-E_n}.
\]

After the pulse this element acquires the phase \(e^{-i\omega_{mn}t}\), with \(\omega_{mn}=(E_m-E_n)/\hbar\). The summed velocity per spin is \(\sum_{mn}\delta\varrho_{mn}(t)v_{nm}\). Its weights are symmetric under exchange of \(m\) and \(n\), so the sine parts cancel:

\[
V(t)=\hbar q\sum_{mn}|v_{mn}|^2\frac{f_n-f_m}{E_m-E_n}\cos\omega_{mn}t .
\]

A steady field \(\mathcal E\) exerts the force \(-e\mathcal E\), which is a succession of pulses of momentum \(-e\mathcal E\,dt\). The present velocity is the sum of the responses to all earlier pulses, that is, \(-e\mathcal E\int_0^\infty dt\,V(t)/(\hbar q)\). The current density follows on multiplying by \(-e\), by 2 for spin, and by \(1/\Omega\). The two minus signs cancel. With \(\int_0^\infty\cos\omega t\,dt=\pi\delta(\omega)\) and \(\delta(\omega_{mn})=\hbar\delta(E_m-E_n)\),

\[
\sigma=\frac{2\pi\hbar e^2}{\Omega}\sum_{mn}|v_{mn}|^2\left(-f'(E_m)\right)\delta(E_m-E_n),
\]

because the difference quotient tends to \(-f'\) at equal energies. Inserting \(1=\int dE\,\delta(E-E_m)\) gives

\[
\sigma=\int dE\left(-f'(E)\right)\sigma(E),
\]

with \(\sigma(E)\) as defined above. At zero temperature \(\sigma=\sigma(E_F)\).

This step was tested on a disordered ring of \(10\times8\times8\) sites, with hopping \(\gamma\), spacing \(a\) and site energies spread over \(4\gamma\). A Fermi distribution with \(k_BT=0.5\gamma\) was given a kick \(q=10^{-3}/a\) and propagated. Its response, integrated with a Gaussian cutoff of standard deviation \(6\hbar/\gamma\), was 1.017 times the trace formula with the same cutoff. The excess is an effect of the ring. There \(X\) is not defined, the relation between \(X_{mn}\) and \(v_{mn}\) used above does not hold, and the kick leaves an additional constant velocity (a persistent current) that vanishes in an open sample. For rings of this size it amounts to 1.7 to 1.9 % of the trace formula, whereas replacing the difference quotient by \(-f'\) changes the result by less than 0.01 %.

## From displacement to velocity correlation

Since \(dX(s)/ds=v(s)=U^\dagger(s)vU(s)\),

\[
X(t)-X=\int_0^t v(s)\,ds .
\]

The displacement therefore needs no origin and is defined on a ring as well, where \(X\) itself is not. Squaring gives

\[
\Delta X^2(E,t)=\int_0^t\!ds\int_0^t\!ds'\,\frac{\mathrm{Tr}[\delta(E-H)v(s)v(s')]}{\mathrm{Tr}\,\delta(E-H)} .
\]

Because \(U(s)U^\dagger(s')=U(s-s')\), the trace in the numerator is \(\mathrm{Tr}[\delta\,U^\dagger(s)\,v\,U(s-s')\,v\,U(s')]\). Moving \(U(s')\) cyclically to the front and commuting it through \(\delta(E-H)\) leaves \(\mathrm{Tr}[\delta\,U^\dagger(s-s')\,v\,U(s-s')\,v]\). The integrand thus depends on the difference \(\tau=s-s'\) alone:

\[
c(E,\tau)=\frac{\mathrm{Tr}[\delta(E-H)v(\tau)v]}{\mathrm{Tr}\,\delta(E-H)} .
\]

Reversing \(\tau\) gives the complex conjugate, so the imaginary part cancels in the double integral and \(C=\mathrm{Re}\,c\) remains. In the square \(0<s,s'<t\), the difference \(\tau\) occurs with weight \(t-|\tau|\). Hence

\[
\Delta X^2(E,t)=2\int_0^t(t-\tau)\,C(E,\tau)\,d\tau .
\]

On differentiation, the term from the upper limit contains \((t-t)C(E,t)=0\), so

\[
\frac12\frac{d}{dt}\Delta X^2(E,t)=\int_0^t C(E,\tau)\,d\tau .
\]

## The long-time limit

In eigenstates, \(\mathrm{Tr}[\delta(E-H)v(\tau)v]=\sum_{mn}\delta(E-E_m)|v_{mn}|^2e^{i\omega_{mn}\tau}\). Taking the real part and integrating,

\[
\frac12\frac{d}{dt}\Delta X^2=\frac{1}{\mathrm{Tr}\,\delta(E-H)}\sum_{mn}\delta(E-E_m)|v_{mn}|^2\frac{\sin\omega_{mn}t}{\omega_{mn}} ,
\]

where the last factor means \(t\) when \(\omega_{mn}=0\). No approximation has been made up to this point. For an open sample of \(8\times5\times5\) sites at \(t=2.5\hbar/\gamma\), the growth rate obtained from matrix exponentials and site positions agrees with this sum to a relative \(1.9\times10^{-8}\). A Gaussian energy window replaced the delta function on both sides.

The function \(\sin(\omega t)/\omega\) has area \(\pi\) and width of order \(1/t\). In an infinite sample the frequencies are continuous. If the weight \(|v_{mn}|^2\) is smooth on the scale \(1/t\), then \(\sin(\omega_{mn}t)/\omega_{mn}\to\pi\hbar\,\delta(E_m-E_n)\). Using \(\delta(E-E_m)\delta(E_m-E_n)=\delta(E-E_m)\delta(E-E_n)\),

\[
D(E)=\frac{\pi\hbar\,\mathrm{Tr}[v\,\delta(E-H)\,v\,\delta(E-H)]}{\mathrm{Tr}\,\delta(E-H)} .
\]

Multiplication by \(e^2\rho=(2e^2/\Omega)\mathrm{Tr}\,\delta(E-H)\) cancels the denominator and gives \(\sigma(E)\), as claimed. The "half" in the statement comes from the two halves \(\tau>0\) and \(\tau<0\) of the correlation integral.

In a finite open sample the displacement is bounded by the sample length, so its growth must stop even in a metal. This is why the volume limit comes first. In practice, \(t\) must exceed the decay time of \(C\) while the electrons have not yet reached the ends.

## Slope or ratio

If \(\int_0^\infty\tau C\,d\tau\) also converges, the double-integral formula gives at late times

\[
\Delta X^2\simeq 2D(t-t_0),\qquad t_0=\frac{\int_0^\infty\tau C\,d\tau}{\int_0^\infty C\,d\tau}.
\]

The ratio \(\Delta X^2/(2t)=D(1-t_0/t)\) then approaches \(D\) as \(1/t\), whereas the slope has lost the offset. For \(C=C_0e^{-\tau/\tau_0}\), the integrals are \(C_0\tau_0^2\) and \(C_0\tau_0\), so \(t_0=\tau_0\). In a three-dimensional disordered metal with time-reversal symmetry, weak localization adds a small negative tail \(C\propto-\tau^{-3/2}\). Then \(\int C\,d\tau\) converges but \(\int\tau C\,d\tau\) does not, the slope itself approaches \(D\) as \(t^{-1/2}\), and \(t_0\) is only a fit parameter for a chosen time interval.

## Two cases without ordinary diffusion

**Perfect crystal.** In a single clean band \(v\) commutes with \(H\), so \(C\) stays at \(\langle v^2\rangle_E\) and \(\Delta X^2=\langle v^2\rangle_E t^2\). The growth rate rises without limit and the dc conductivity is infinite. For a chain with \(E=-2\gamma\cos ka\), \(v=(2\gamma a/\hbar)\sin ka\), and therefore \(v^2=(4\gamma^2-E^2)a^2/\hbar^2\). A Gaussian window of standard deviation \(0.3\gamma\) about \(E=0\) lowers the coefficient from 4 to about \(4-0.09=3.91\). Propagation gives \(\Delta X^2/t^2=3.898\,(\gamma a/\hbar)^2\) at both \(t=10\) and \(20\,\hbar/\gamma\).

**Localized states.** Here \((X(t)-X)_{mn}=X_{mn}(e^{i\omega_{mn}t}-1)\), which vanishes for \(m=n\). Since \(|e^{i\omega t}-1|^2\le4\), state \(m\) contributes at most \(4\sum_{n\ne m}|X_{mn}|^2\), four times its position variance. The displacement is bounded and its mean growth rate tends to zero. For disordered chains with site energies spread over \(4\gamma\), \(\Delta X^2\) is 18.2, 70.3, 77.0, 82.5 and 80.0 \(a^2\) at \(t=4\), 100, 200, 1000 and 2000 \(\hbar/\gamma\). Half the growth rate falls from 2.27 over the first interval to 0.033 between 100 and 200, and to \(-0.001\) between 1000 and 2000, in units of \(\gamma a^2/\hbar\). These figures come from 24 chains of 400 sites, and from \(t=100\) on they carry a sampling error of about 6 to 7 \(a^2\). An ensemble of 172 such chains gives 80, 84, 89 and 90 \(a^2\), with half growth rates of \(0.023\pm0.005\) and \(0.0006\pm0.0007\). The small negative value is therefore consistent with zero.

Sampling matters here. When one random state is used on each of twelve newly drawn chains, half the growth rate between 100 and 200 has a standard deviation of 0.066 from run to run. This is twice the full-trace value of 0.033, which itself carries a sizeable sampling error from the finite number of chains. A single run cannot establish localization from that interval.

## Evaluation with random states

1. Choose a long sample, open along \(x\) and periodic across it. Take a state \(\phi\) with random phases on the sites of a central slab.
2. Propagate both \(\phi\) and \(X\phi\), and form \(d=XU\phi-UX\phi=U(X(t)-X)\phi\).
3. Compute \(\langle d|g(E-H)|d\rangle\), where \(g\) is a normalized Gaussian in place of the delta function, and divide by \(\langle\phi|g(E-H)|\phi\rangle\).

In step 3, \(U\) commutes with \(g\), so the numerator is \(\langle\phi|(X(t)-X)\,g\,(X(t)-X)|\phi\rangle\). Averaging over the phases turns it into a trace over the slab. In a statistically uniform medium every slab has the same average. Their sum is the full trace, whose cyclic property restores \(\mathrm{Tr}[g(X(t)-X)^2]\). The finite window yields averages of \(\rho\) and \(\rho D\) over \(g\), and \(D\) is their ratio.

The double-delta trace needs a width \(\eta\) for each delta function. It must be much larger than the level spacing, or the finite sample looks insulating, and much smaller than \(\hbar\) divided by the decay time of \(C\), or the decay of \(C\) is cut short.

## Worked example: a resistive metal film

The model has one orbital per site on a simple cubic lattice with \(a=0.26\) nm and \(\gamma=1\) eV. Site energies are uniform over a width \(W=4\) eV, and \(E_F=0\) is the band centre. The energy window has standard deviation 0.30 eV. Eight samples of \(62\times20\times20\) sites give:

| \(t\) (fs) | \(\Delta X^2\) (nm²) | half growth since last row (cm²/s) |
|---|---|---|
| 0.658 | 0.127 | 0.97 |
| 1.316 | 0.392 | 2.01 |
| 2.633 | 1.015 | 2.37 |
| 3.949 | 1.643 | 2.38 |
| 5.266 | 2.266 | 2.37 |

The first row starts from zero displacement at \(t=0\). The rate is level over the last three intervals. From the last two,

\[
D=\frac{2.2659-1.0153}{2(5.266-2.633)}\ \frac{\text{nm}^2}{\text{fs}}=0.2375\ \frac{\text{nm}^2}{\text{fs}}\approx2.38\ \frac{\text{cm}^2}{\text{s}} .
\]

The ratio \(\Delta X^2/(2t)\) at the last time is 2.15 cm²/s, still 9 % below the slope. The offset of the straight line is \(t_0=0.50\) fs; lines fitted over other intervals up to 16 fs give between 0.45 and 0.53 fs.

The density of states is 0.2549 per eV and site. Division by \(a^3\) gives \(14.50\) eV⁻¹nm⁻³, or \(1.450\times10^{28}\) eV⁻¹m⁻³. Converting eV⁻¹ to J⁻¹ removes one factor \(e\), so

\[
\sigma=(1.602\times10^{-19})(1.450\times10^{28})(2.375\times10^{-4})\ \text{S/m}\approx5.52\times10^5\ \text{S/m},
\]

with a standard error of \(0.09\times10^5\) S/m. The resistivity is 181 µΩ cm. The last digit is not converged in time: in periodic cubes of \(40^3\) sites the slope falls by about 1 %, to 2.36 cm²/s between 10.5 and 15.8 fs, which gives \(5.44\times10^5\) S/m or 184 µΩ cm.

The Kubo-Greenwood trace was evaluated separately on three rings of \(12\times12\times10\) sites, with the same energy window and \(\eta=0.08\) eV. It gives \((5.39\pm0.18)\times10^5\) S/m, or 186 µΩ cm. The two conductivities differ by 2.5 %, less than their combined standard error. Each ring has \(1440\times0.2549/2\approx184\) levels per eV and spin, a spacing near 5 meV, so \(\eta\) lies well inside its permitted range.

The Born approximation offers a comparison. The site-energy variance is \(W^2/12\), so the golden rule gives \(\hbar/\tau=2\pi\rho_1W^2/12\), where \(\tau\) now denotes the lifetime of a band state and \(\rho_1\) is the clean density of states per site and spin. The result is 1.196 eV, or \(\tau=0.55\) fs, close to \(t_0\). Scattering from single sites is isotropic in this approximation and erases the velocity, so \(D=\langle v_x^2\rangle\tau=2.00\) cm²/s. The mean free path is \(\ell=\sqrt{3\langle v_x^2\rangle}\,\tau=0.574\) nm, about two lattice spacings.

The simulated diffusivity is 19 % above the Born value, yet the resistivity is just 6 % below the Born value of 192 µΩ cm. The formula for \(\hbar/\tau\) implies a clean density of states of \(2\times1.196/(2\pi\times16/12)=0.286\) per eV and site. Disorder has lowered this by 11 %, which offsets much of the higher diffusivity. With the late-time slope the 19 % and 6 % become 18 % and 4 %. The cause of the higher diffusivity was not tested.

## The real case and what the model leaves out

Highly resistive tantalum liner films have resistivities of roughly 200 µΩ cm. The round parameters were chosen to reach that regime, so the similar value is no prediction for tantalum. Real tantalum has several d bands near the Fermi energy. Their effect, and that of electron interactions, is not sized here. The following corrections can be estimated for the example:

- **Phonons.** Crystalline tantalum suggests a phonon resistivity of roughly 15 µΩ cm at 300 K. Scaled linearly to 378 K, this is 19 µΩ cm, or 10 % of the model resistivity if the contributions add.
- **Surfaces.** Let a film of thickness \(d\) have fully diffuse surfaces normal to \(z\). For a carrier moving along the unit vector \(\mathbf u\), the distance back to a surface is uniform between 0 and \(d/|u_z|\). Averaging the truncated path \(\ell(1-e^{-L/\ell})\) over this distance \(L\) multiplies \(\ell\) by \(1-(\ell|u_z|/d)(1-e^{-d/(\ell|u_z|)})\). An average over directions with weight \(3u_x^2\), for an isotropic Fermi surface, lowers the conductivity by about 7 % at \(d=3\) nm. The Fermi surface of the model at \(E=0\) is not isotropic. The same average with its band velocities, \(\ell|u_z|\to|v_z|\tau\) and weight \(v_x^2\), gives about 10 %.
- **Thermal smearing.** The second moment of \(-f'\) gives the relative change \((\pi^2/6)(k_BT)^2\sigma''/\sigma\). With \(\sigma''\) estimated from the ring traces at \(-1\), 0 and 1 eV, its size is of order 0.01 % at 378 K. The sampling noise of the rings permits no finer statement.
- **Field strength.** At 2 MA/cm² the voltage across one free path is 21 µV. The energy gained is far below \(k_BT\approx33\) meV, which supports the use of linear response.

Surface scattering raises 181 to about 195 µΩ cm for an isotropic Fermi surface and to about 201 µΩ cm for that of the model. If the phonon part simply adds, the total is about 214 to 220 µΩ cm. In metals this resistive, however, the resistivity often changes little with temperature or even falls, so the sum shows only the possible size of the correction. In clean copper at room temperature the free path is about 40 nm, roughly 70 times that found here. The sample length must grow with the free path, and the propagation time with the carrier lifetime, before the slope can be read as a diffusivity. The full numerical output follows.

## Values computed for the example and the checks

```
spacing 0.26 nm, hopping 1.0 eV
site-energy width 4.0 eV, Fermi energy 0 eV
energy window (std dev) 0.30 eV
long samples: 8 of 62 x 20 x 20 sites
rings: 3 of 12 x 12 x 10 sites
ring delta width (std dev) 0.08 eV
time (fs), MSD (nm^2), half growth since last row (cm^2/s)
  0.658  0.1274  0.97
  1.316  0.3920  2.01
  2.633  1.0153  2.37
  3.949  1.6431  2.38
  5.266  2.2659  2.37
density of states, two spins 0.2549 /eV/site
same per volume 14.50 /eV/nm^3
diffusivity, last two intervals 2.38 cm^2/s
MSD/(2t) at last time 2.15 cm^2/s
time offset of the straight line 0.50 fs
conductivity from MSD 5.519e+05 S/m
  standard error 9.2e+03 S/m
conductivity from trace 5.385e+05 S/m
  standard error 1.8e+04 S/m
ratio MSD/trace 1.025
resistivity from MSD 181 microohm cm
resistivity from trace 186 microohm cm
Born: hbar/lifetime 1.196 eV
Born: lifetime 0.551 fs
Born: diffusivity 2.00 cm^2/s
Born: resistivity 192 microohm cm
Born: mean free path 0.574 nm
finite-time identity, rel. error 1.9e-08
kick response / trace 1.0172
clean chain MSD/t^2 3.898, 3.898 (hop a/hbar)^2
localized chains: time (hbar/hopping), MSD (a^2)
  4  18.2
  100  70.3
  200  77.0
  1000  82.5
  2000  80.0
their half growth rate (hop a^2/hbar):
  0-4: 2.274, 100-200: 0.0334, 1000-2000: -0.00126
  single random state, 100-200: spread 0.066, 5 % of early 0.114
  random-state MSD at 100, 200: 77.7, 80.1 a^2
thermal smearing at 378 K: -0.014 % of sigma
rough phonon resistivity, 300 K: 15 microohm cm
phonon part at 378 K: 10.4 % of resistivity
diffuse surfaces, 3 nm film: -7.2 % sigma
drop per free path at 2 MA/cm^2: 20.8 microvolt
```
